Inversion barrier of a chiral bis-chelate from methyl-signal coalescence

**The question**

A metal complex carries two identical, symmetrical chelate ligands and two isopropoxide ligands, OCH(CH₃)₂. It is octahedral with the isopropoxides cis to each other. It is therefore chiral, with forms Δ and Λ, and has a twofold axis that interchanges the two isopropoxides. The solvent is achiral.

In the proton magnetic resonance spectrum at low temperature, the isopropoxide methyls give two equally strong signals separated by Δν = 20 Hz. On warming they broaden and approach each other, and at T = 320 K the dip between them just disappears. Take Δν, the separation without exchange, as independent of temperature. Neglect spin coupling and natural linewidth until part (f).

**(a) Why are there two methyl signals although the isopropoxide rotates rapidly about its O–C bond, and what does inversion Δ ⇌ Λ do to them?**

*Answer.* Look along the O–C bond and call the three staggered positions around it P, Q and S. The groups (Me1, Me2, H) can occupy (P, Q, S), (Q, S, P) or (S, P, Q), with populations w₁, w₂ and w₃. Suppose, as a simple model, that the shielding σ of a methyl depends on its position alone. The averages over rapid rotation then differ by

⟨σ⟩₁ − ⟨σ⟩₂ = w₁(σ_P − σ_Q) + w₂(σ_Q − σ_S) + w₃(σ_S − σ_P).

If the rest of the molecule had a mirror plane containing the O–C bond and position P, reflection would give σ_Q = σ_S and w₁ = w₃. The middle term would vanish and the outer two would cancel. A chiral complex has no such plane, so in general the difference survives. The methyls are diastereotopic. The twofold axis makes the two isopropoxides equivalent, which leaves two methyl sites in all, not four.

Now reflect the whole Δ molecule. This gives a Λ molecule, but it also reverses the sense in which Me1, Me2 and H follow one another around the carbon. Real inversion at the metal leaves that sense unchanged. The real Λ molecule is therefore the mirror image with the labels Me1 and Me2 exchanged. Mirror-image surroundings give equal shifts in an achiral solvent, so Me1 in Λ has the shift that Me2 had in Δ. Each inversion swaps the two sites once. Every molecule, Δ or Λ, has one methyl of each isopropoxide in each site, so the sites are equally populated. The equal free energies of Δ and Λ make the rate constants for inversion in the two directions equal.

**(b) Let k be the rate constant for Δ → Λ, equal to that for Λ → Δ. Derive the line shape.**

*Answer.* Assume that inversions are sudden and random, and that nothing else swaps the methyls. Measure angular frequency ω from the midpoint of the two signals, which then lie at ±δ with

δ = ½ · 2πΔν = πΔν = 62.83 rad/s.

The complex transverse magnetizations of the sites precess at ±δ, and inversion transfers magnetization between them:

dM₁/dt = (iδ − k)M₁ + kM₂

dM₂/dt = kM₁ + (−iδ − k)M₂.

Equal populations give M₁(0) = M₂(0) = ½ after the pulse. The absorption is

S(ω) = Re ∫₀^∞ (M₁ + M₂) e^(−iωt) dt.

Write mⱼ for the integral of Mⱼ e^(−iωt). Since the magnetization decays to zero at long times, integration by parts gives

∫₀^∞ (dMⱼ/dt) e^(−iωt) dt = −½ + iωmⱼ.

The two differential equations become

(k + iω − iδ)m₁ − km₂ = ½

−km₁ + (k + iω + iδ)m₂ = ½.

Their determinant is

D = (k + iω)² + δ² − k² = δ² − ω² + 2ikω.

Cramer's rule gives

m₁ = ½(2k + iω + iδ)/D,  m₂ = ½(2k + iω − iδ)/D,

and hence

m₁ + m₂ = (2k + iω)/(δ² − ω² + 2ikω).

Multiply numerator and denominator by the complex conjugate of D. The real part of the new numerator is

2k(δ² − ω²) + 2kω² = 2kδ²,

where the second term comes from (iω)(−2ikω) = +2kω². Thus

S(ω) = 2kδ² / [(δ² − ω²)² + 4k²ω²].

Two limits show what this means. For k ≪ δ, set ω near δ, so that δ² − ω² ≈ −2δ(ω − δ). Then

S ≈ (k/2)/[(ω − δ)² + k²],

a separate line of full width 2k in angular frequency, or k/π in Hz. Each site is broadened by its finite lifetime. For k ≫ δ and small ω, the denominator is approximately δ⁴ + 4k²ω². There is one central line, with half-height at ω = ±δ²/(2k) and full width πΔν²/(2k) in Hz. Faster exchange now narrows it, because a methyl samples both frequencies before much phase difference can build up.

**(c) Find the rate at coalescence, and the separation of the maxima at half that rate.**

*Answer.* The numerator of S does not depend on ω, so maxima of S are minima of the denominator

F(ω) = ω⁴ + (4k² − 2δ²)ω² + δ⁴.

Its derivative is

dF/dω = 4ω(ω² + 2k² − δ²).

For 2k² < δ² the coefficient of ω² in F is negative. The centre is then a maximum of F and a dip in S, and the signal maxima lie at ω = ±√(δ² − 2k²). Dividing their angular separation by 2π gives, in Hz,

separation = √(δ² − 2k²)/π = √(Δν² − 2k²/π²).

The maxima meet when 2k² = δ², so the coalescence rate is

k_c = δ/√2 = πΔν/√2 = 44.43 s⁻¹.

The mean time between inversions is 1/k_c = 22.5 ms. At k_c the denominator is ω⁴ + δ⁴, so the merged line has a flat top with zero curvature.

At k = k_c/2 we have 2k²/π² = Δν²/4, and the separation is

20 Hz × √(3/4) = 17.3 Hz.

At half the coalescence rate the maxima have moved together by less than 3 Hz. The rest of the approach occurs between k_c/2 and k_c.

**(d) A student argues that coalescence occurs when the two precession frequencies of the exchange equations become equal. What rate does this give, and why is it wrong?**

*Answer.* For solutions proportional to e^(λt), the exchange equations require

(λ + k)² + δ² = k²,

so

λ = −k ± √(k² − δ²).

Both values have negative real parts for k > 0, which justifies dropping the long-time term in part (b). For k < δ the precession frequencies are ±√(δ² − k²). They become equal at k = δ = πΔν = 62.83 s⁻¹, which is √2 times k_c.

Between k_c and δ there are still two frequencies, but their broad contributions add to a line with one maximum. The experiment reports the disappearance of the dip, so k_c is the rate to use.

**(e) Obtain the free energy of activation for inversion at 320 K. Explain which rate constant it belongs to.**

*Answer.* In transition-state theory, molecules at the top of the barrier are in thermal equilibrium with the reactant, and each forward crossing counts as one reaction. Let p be the momentum along the reaction coordinate and m the corresponding mass. The one-way thermal flux contributes the factor

∫₀^∞ (p/m) e^(−p²/(2mk_BT)) dp/h = (1/h)∫₀^∞ e^(−ε/(k_BT)) dε = k_BT/h,

where ε = p²/(2m) and dε = (p/m)dp. The mass has dropped out. The remaining factors, which contain the barrier energy and the partition functions of the other motions, define e^(−ΔG‡/(RT)). This gives the Eyring equation

k = (k_BT/h) e^(−ΔG‡/(RT)),

and therefore

ΔG‡ = RT ln[k_BT/(hk)].

At 320 K, k_BT/h = 6.668 × 10¹² s⁻¹ and RT = 2.6606 kJ/mol. With k = k_c,

k_BT/(hk_c) = 1.5008 × 10¹¹,

whose natural logarithm is 25.734. Hence

ΔG‡ = 2.6606 kJ/mol × 25.734 = 68.5 kJ/mol,

or 0.710 eV per molecule. Substituting k_c = πΔν/√2 before taking the logarithm gives a working formula, with T in K and Δν in Hz:

ΔG‡ = RT[22.962 + ln(T/Δν)].

The constant is the logarithm of √2k_B/(πh) in K⁻¹ s⁻¹. Here ln(320/20) = 2.773, and the sum agrees with 25.734 to within rounding. The student's rate in part (d) would lower the barrier by RT ln √2 = 0.92 kJ/mol.

The rate constant is that of completed inversions in one direction. Suppose instead that one followed the decay of an excess of one enantiomer. From

d[Δ]/dt = −k[Δ] + k[Λ],  d[Λ]/dt = k[Δ] − k[Λ],

subtraction gives

d([Δ] − [Λ])/dt = −2k([Δ] − [Λ]).

The excess decays at 2k = 88.9 s⁻¹. Putting this number into the Eyring equation would lower the result by RT ln 2 = 1.84 kJ/mol.

The same factor can have a physical origin. If inversion passes through a short-lived achiral intermediate that returns to either form with equal probability, half of its formations lead to inversion. It is then formed at rate 2k, and the barrier to forming it is 1.84 kJ/mol lower than the barrier assigned to k.

**(f) How much do experimental error and the neglected effects change the answer?**

*Answer.* Each change below is relative to 68.5 kJ/mol, with the other settings held fixed.

*Temperature and separation.* At fixed Δν, differentiating RT ln[k_BT/(hk_c)] gives

dΔG‡/dT = R ln[k_BT/(hk_c)] + R = ΔG‡/T + R = 0.222 kJ/(mol K).

Reading the coalescence temperature 2 K too high raises the result by 0.44 kJ/mol. This slope describes an error of reading; it is not the temperature dependence of the barrier itself. A separation 10% too large changes the result by −RT ln 1.1 = −0.25 kJ/mol. The logarithm makes the method tolerant of errors in Δν.

*Spin coupling.* Let the methine proton couple to both methyls with J = 6 Hz, a value assumed for scale. Inversion leaves the methine spin state unchanged. If the methine and methyl shifts differ by much more than J, the spectrum is two copies of S displaced by ±J/2 in frequency, or ±πJ in ω. Because S is even, the central dip fills when

S″(πJ) = 0.

Solving this numerically gives k = 38.5 s⁻¹. If the dip in the coupled line is what vanishes at 320 K, the barrier is 0.38 kJ/mol higher than the uncoupled formula gives. The line does not stay single on further warming. The same condition has a second root, k = 76.5 s⁻¹, above which the two narrowing copies separate again into a doublet, whose splitting approaches J. With the barrier held constant, this happens only about 8 K above the temperature at which the dip fills. The new doublet is not a sign of slow inversion. Decoupling the methine proton removes this complication.

*Natural width.* A full width of 1 Hz, also assumed, adds a decay rate of π × 1 Hz to each site. Setting the central curvature of the new line to zero numerically gives k = 43.25 s⁻¹ and raises the barrier by 0.07 kJ/mol.

*Tunnelling.* For an assumed barrier frequency ν̃ = 100 cm⁻¹, the Wigner estimate multiplies the rate by

1 + (hcν̃/(k_BT))²/24 = 1.008.

The barrier inferred from the same k rises by RT ln 1.008, about 0.02 kJ/mol, which is negligible here.

*Another swapping process.* If alkoxide transfer between molecules supplied half of the observed site swaps, inversion would have rate k_c/2 and its barrier would be 1.84 kJ/mol higher. This is the largest change considered for 320 K, and the coalescence temperature alone cannot reveal it. Because transfer between two molecules depends on concentration, repeating the measurement at another dilution can expose it.

These sizes do not justify the decimal place. Reading errors of 2 K and 10% in Δν allow values from about 67.8 to 69.2 kJ/mol if coupling and natural width are neglected, and from about 68.2 to 69.8 kJ/mol if both are included with the sizes assumed above. If inversion is the only swapping process, the result is best quoted as ΔG‡ ≈ 69 kJ/mol at 320 K, uncertain by about 1 kJ/mol.

**(g) What may be inferred at other temperatures, and for a real precursor?**

*Answer.* One coalescence point gives one free energy. It does not separate enthalpy from entropy. If ΔG‡ is held constant, the Eyring equation predicts k = 7.5 s⁻¹ at 300 K and 214.5 s⁻¹ at 340 K. Without spin coupling, the first lies below k_c and gives two maxima; the second lies above it and gives one. With the 6 Hz coupling of part (f), the same rates give four maxima and two. More generally, for constant activation enthalpy and entropy,

ΔG‡(298 K) − ΔG‡(320 K) = (22 K)ΔS‡.

An assumed entropy of ±50 J/(mol K) changes the barrier by ±1.1 kJ/mol. Rates measured over a range of temperature are needed to determine it.

The example is patterned on titanium diketonate alkoxides, which are used as precursors to titanium oxide. Its numbers are illustrative and do not describe a particular compound. A splitting of 20 Hz is 0.05 ppm in a 400 MHz spectrometer. Real samples may break the assumption of a single swapping process, since alkoxides can exchange between molecules and react with traces of water or alcohol. If direct transfer between complexes supplied half the swaps, the correction would be the 1.84 kJ/mol found above. Exchange through free alcohol adds a third methyl site, with its own shift and lifetime, so the two-site formula no longer applies exactly. The inversion barrier also does not say whether the chelates twist while fully bound or one metal–oxygen bond opens first, because both routes can swap the methyls. Nor is it a barrier to thermal decomposition, so by itself it does not set a safe evaporation temperature for the precursor.

All numerical values are calculated from the stated model.
